# Phonon-Limited Momentum Relaxation in a Screened Two-Dimensional Electron Gas

Electrons of isotropic mass \(m\) fill a thin sheet at \(z=0\) inside a crystal of mass density \(\rho\) and dielectric constant \(\kappa\). They have spin degeneracy 2 and valley degeneracy \(g_v\), so \(g=2g_v\), and their density per area is \(n\). Longitudinal acoustic phonons with wavevector \(\mathbf Q=(\mathbf q,q_z)\) and frequency \(\omega=sQ\) fill the whole crystal and stay in equilibrium at temperature \(T\). A strain shifts the electron energy by \(\Xi\,\nabla\!\cdot\mathbf w\), where \(\mathbf w\) is the displacement, equally in every occupied valley. The gas is degenerate, \(T\ll E_F\), and sound is slow, \(s\ll v_F\). The task is to find how fast the phonons stop a drifting gas, and how this rate depends on temperature.

Atomic units are used in the algebra (\(\hbar=m_e=e=1\)), and \(T\) is an energy. The density of states per area is \(D=gm/2\pi=g_vm/\pi\), so \(n=DE_F\), with \(E_F=k_F^2/2m\) and \(v_F=k_F/m\).

## (a) Find the statically screened coupling for \(q<2k_F\)

**Solution.** In a crystal of volume \(V\), a phonon mode contributes to \(\mathbf w\) the amplitude \((2\rho V\omega)^{-1/2}\), directed along \(\mathbf Q\). The divergence brings a factor \(Q\), so the bare coupling is

\[
|M_0|^2=\frac{\Xi^2Q^2}{2\rho V sQ}=\frac{\Xi^2Q}{2\rho sV}.
\]

The thin sheet takes up the in-plane momentum \(\mathbf q\) and accepts any \(q_z\).

The electrons respond to the total potential energy \(\phi\) with a density change \(-\chi\phi\). This creates the potential energy \(-(2\pi/\kappa q)\chi\phi\). Hence \(\phi=\phi_0-(2\pi\chi/\kappa q)\phi\), or \(\phi=\phi_0/\varepsilon\) with \(\varepsilon=1+2\pi\chi/\kappa q\). This is the random-phase approximation.

The static response is

\[
\chi=g\int\!\frac{d^2k}{(2\pi)^2}\frac{f_{\mathbf k}-f_{\mathbf k+\mathbf q}}{E_{\mathbf k+\mathbf q}-E_{\mathbf k}}
=\frac{2g}{(2\pi)^2}\int_0^{k_F}\!k\,dk\;\mathrm P\!\!\int_0^{2\pi}\!\frac{d\varphi}{a+b\cos\varphi},
\]

with \(a=q^2/2m\) and \(b=kq/m\). The second form holds at \(T=0\); the substitution \(\mathbf k\to-\mathbf k-\mathbf q\) turns the second term into a copy of the first. The angular integral is \(2\pi/\sqrt{a^2-b^2}\) for \(a>b\). For \(a<b\), setting \(t=\tan(\varphi/2)\) gives a multiple of \(\mathrm P\!\int_{-\infty}^{\infty}dt/(c^2-t^2)\). Its antiderivative \((1/2c)\ln|(t+c)/(t-c)|\) vanishes at both ends, and the divergences cancel at each pole, so the integral is zero. Only \(k<q/2\) contributes, and this range is full when \(q<2k_F\):

\[
\chi=\frac{g}{\pi}\,\frac mq\int_0^{q/2}\frac{k\,dk}{\sqrt{q^2/4-k^2}}
=\frac g\pi\,\frac mq\,\frac q2=D.
\]

Therefore

\[
|M|^2=\frac{\Xi^2Q}{2\rho sV\varepsilon^2},\qquad
\varepsilon=1+\frac{q_{TF}}q,\qquad
q_{TF}=\frac{2\pi D}{\kappa}=\frac{2g_vm}{\kappa}.
\]

Long waves are screened most strongly.

## (b) Find the friction on a gas drifting with small velocity \(\mathbf u\)

**Solution.** The drifting gas has \(f_{\mathbf k}=f_0(E_{\mathbf k}-\mathbf k\cdot\mathbf u)\). Pair each absorption \(\mathbf k\to\mathbf k+\mathbf q\) of phonon \(\mathbf Q\) with the emission that reverses it. With \(N=1/(e^{\omega/T}-1)\) and \(f'=f_{\mathbf k+\mathbf q}\), the net rate contains

\[
B=f(1-f')N-f'(1-f)(N+1).
\]

Energy conservation gives \(E_{\mathbf k+\mathbf q}-E_{\mathbf k}=\omega\). The arguments of the two Fermi functions therefore differ by \(\Delta=\omega-\mathbf q\cdot\mathbf u\), and \(f(1-f')=e^{\Delta/T}f'(1-f)\). Since \(f-f'=f(1-f')-f'(1-f)\), it follows that

\[
f'(1-f)=(f-f')\,n(\Delta),\qquad f(1-f')=(f-f')[1+n(\Delta)],
\]

where \(n(\Delta)=1/(e^{\Delta/T}-1)\). Then

\[
B=(f-f')[N(\omega)-n(\omega-\mathbf q\cdot\mathbf u)]
\simeq-(f-f')\,\mathbf q\cdot\mathbf u\,\frac{N(N+1)}T,
\]

because \(dN/d\omega=-N(N+1)/T\). The bracket is already linear in \(u\), so \(f-f'\) may now be taken without drift. The minus sign means that emission exceeds absorption for phonons travelling with the drift.

Each net absorption adds \(\mathbf q\) to the gas. The golden rule supplies \(2\pi|M|^2\), and for a sheet of area \(A\) the phase space is \(A\,S\), with

\[
S(q,\omega)=g\int\frac{d^2k}{(2\pi)^2}(f_{\mathbf k}-f_{\mathbf k+\mathbf q})\,\delta(E_{\mathbf k+\mathbf q}-E_{\mathbf k}-\omega).
\]

The gas momentum is \(nmA\mathbf u\). Define \(1/\tau\) as its loss rate divided by its size. Averaging over the direction of \(\mathbf q\) replaces \(\mathbf q(\mathbf q\cdot\mathbf u)\) by \(q^2\mathbf u/2\), so

\[
\frac1\tau=\frac{\pi}{nmT}\sum_{\mathbf Q}q^2|M|^2\,S\,N(N+1).
\]

## (c) Evaluate the phase space and reduce the rate to two integrals

**Solution.** The delta function turns the occupation difference into \(f_0(E)-f_0(E+\omega)\), whose integral over \(E\) is \(\omega\) for a degenerate gas. The remaining angular factor is taken on the Fermi circle. There \(\omega\) may be dropped beside \(v_Fq\), which requires \(q/Q\gg s/v_F\):

\[
S=\omega D\int_0^{2\pi}\frac{d\varphi}{2\pi}\,\delta\!\left(\frac{q^2}{2m}+v_Fq\cos\varphi\right)
=\frac{\omega D}{\pi v_Fq\sqrt{1-q^2/4k_F^2}}.
\]

The delta function has two zeros, at \(\cos\varphi=-q/2k_F\), each contributing \(1/(v_Fq|\sin\varphi|)\).

Now \(\sum_{\mathbf Q}\to V\int 2\pi q\,dq\,dq_z/(2\pi)^3\). Collecting factors,

\[
\frac1\tau=\frac{\pi}{nmT}\,\frac1{4\pi^2}\int_0^{2k_F}\!\!q\,dq\int_{-\infty}^{\infty}\!\!dq_z\;
q^2\,\frac{\Xi^2Q}{2\rho s\varepsilon^2}\,
\frac{sQD\,N(N+1)}{\pi v_Fq\sqrt{1-q^2/4k_F^2}} .
\]

The numerical factor is \(\pi\cdot\frac1{4\pi^2}\cdot\frac12\cdot\frac1\pi=\frac1{8\pi^2}\), and \(D/(nmv_F)=1/(E_Fk_F)=2m/k_F^3\). Thus

\[
\frac1\tau=\frac{\Xi^2m}{4\pi^2\rho k_F^3T}
\int_0^{2k_F}\!\!dq\int_{-\infty}^{\infty}\!\!dq_z\,
\frac{q^2Q^2N(N+1)}{\varepsilon^2\sqrt{1-q^2/4k_F^2}} .
\]

## (d) Find the low-temperature law with strong screening, and compare it with the unscreened law

**Solution.** The factor \(N(N+1)\) limits \(Q\) to several times \(T/s\). If \(T\ll sk_F\), the square root tends to 1 and the upper limit on \(q\) can be removed. If also \(T\ll sq_{TF}\), then \(1/\varepsilon^2\to q^2/q_{TF}^2\).

Write \(q=Q\sin\theta\), \(q_z=Q\cos\theta\), \(dq\,dq_z=Q\,dQ\,d\theta\), with \(0<\theta<\pi\). The double integral becomes

\[
\frac1{q_{TF}^2}\int_0^\pi\!\sin^4\theta\,d\theta\int_0^\infty\!Q^7N(N+1)\,dQ
=\frac{3\pi}{8q_{TF}^2}\left(\frac Ts\right)^8\!\int_0^\infty\!\frac{x^7e^x\,dx}{(e^x-1)^2}.
\]

Expanding \(e^x/(e^x-1)^2=\sum_{j\ge1}je^{-jx}\) gives, for any integer \(p\ge2\),

\[
\int_0^\infty\frac{x^pe^x\,dx}{(e^x-1)^2}=\sum_j j\,\frac{p!}{j^{p+1}}=p!\,\zeta(p).
\]

With \(7!=5040\), the constant is \(\frac1{4\pi^2}\cdot\frac{3\pi}8\cdot5040=\frac{945}{2\pi}\). The prefactor \(1/T\) removes one of the eight powers:

\[
\boxed{\frac1\tau=\frac{945\,\zeta(7)}{2\pi}\,\frac{\Xi^2m\,T^7}{\rho k_F^3q_{TF}^2s^8}}
\]

Without screening, \(\varepsilon=1\). The integrals are then \(\int\sin^2\theta\,d\theta=\pi/2\) and \(5!\,\zeta(5)(T/s)^6\), so

\[
\left(\frac1\tau\right)_{\rm bare}=\frac{15\,\zeta(5)}\pi\,\frac{\Xi^2m\,T^5}{\rho k_F^3s^6}.
\]

The two extra powers come from \(q^2/q_{TF}^2\): cooling selects longer waves, and these are better screened. If \(q_{TF}\ll k_F\), there is a window \(sq_{TF}\ll T\ll sk_F\) in which the fifth power survives; below it the seventh takes over. The window opens slowly: for \(q_{TF}/k_F=0.1\) the local power is still about 5.5 at \(T=0.1\,sk_F\), and for \(q_{TF}/k_F=0.01\) it comes down to about 5.15.

As a test, the golden-rule force was summed directly, with full Fermi and Bose factors and a finite drift \(u=0.002s\). The parameters were those of part (g), but with \(q_{TF}\) multiplied by 1000 to isolate the strong-screening limit. At 0.25 K the force was 1.008 times the law, and between 0.25 and 0.5 K its power was 7.01.

## (e) Find the leading corrections and the behaviour on warming

**Solution.** For small \(q\),

\[
\frac1{\varepsilon^2\sqrt{1-q^2/4k_F^2}}
=\frac{q^2}{q_{TF}^2}\left[1-\frac{2q}{q_{TF}}+\frac{3q^2}{q_{TF}^2}+\frac{q^2}{8k_F^2}+\dots\right].
\]

The averages use the weights of part (d), \(Q^7N(N+1)\) and \(\sin^4\theta\):

\[
\langle q\rangle=\frac{8\zeta(8)}{\zeta(7)}\,\frac{16/15}{3\pi/8}\,\frac Ts=7.21\,\frac Ts,\qquad
\langle q^2\rangle=\frac{72\,\zeta(9)}{\zeta(7)}\,\frac56\,\frac{T^2}{s^2}=59.6\,\frac{T^2}{s^2}.
\]

The law is therefore multiplied by

\[
1-14.4\,\frac{T}{sq_{TF}}+59.6\left[3\left(\frac{T}{sq_{TF}}\right)^2+\frac12\left(\frac{T}{2sk_F}\right)^2\right]+\dots
\]

The large coefficients show that "much less than" must be taken seriously: the typical phonon has \(Q\simeq8T/s\).

For \(T\gg sk_F\), in-plane momentum is capped at \(2k_F\), while \(q_z\) still reaches \(T/s\). Then \(Q\simeq|q_z|\) over most of the range, and \(T^{-1}\int dq_z\,Q^2N(N+1)\propto T^{-1}(T/s)^3\), so a sheet of zero thickness gives \(1/\tau\propto T^2\). A well of finite width \(w\) cuts \(q_z\) off near \(1/w\). Once \(T\gg s/w\) as well, \(N(N+1)\to T^2/\omega^2\), and the rate becomes linear in \(T\).

## (f) Does one rate describe all electrons within \(T\) of the Fermi level?

**Solution.** Let the distribution change by \(f_0(1-f_0)\,\phi(E)\cos\varphi/T\), where \(\varphi\) is measured from the driving force. A collision from \(E\) to \(E'\) that turns the electron by \(\vartheta\) relaxes

\[
\phi(E)-\phi(E')\cos\vartheta=[\phi(E)-\phi(E')]+(1-\cos\vartheta)\,\phi(E').
\]

Let \(F\) be the driving force times \(v_F\). The linearized Boltzmann equation is then

\[
Ff_0(1-f_0)=\int dE'\{K_0(E,E')[\phi(E)-\phi(E')]+K_1(E,E')\phi(E')\}.
\]

By detailed balance both kernels are symmetric. \(K_0\) counts all collisions, and \(K_1\) weights them by \(1-\cos\vartheta=q^2/2k_F^2\). Hence \(K_1/K_0\) scales as \((T/sk_F)^2\), with a large coefficient: for the parameters of part (g) at 1 K the ratio of the averaged rates is 0.10, while \((T/sk_F)^2=0.007\). At low temperature electrons exchange energies of order \(T\) many times before losing their momentum, so the \(K_0\) term forces \(\phi\) to a constant, which is a rigid drift. Integrating over \(E\) removes the \(K_0\) term by antisymmetry and leaves

\[
FT=\phi\iint K_1\,dE\,dE',\qquad \phi=F\tau .
\]

This is the momentum balance of part (b), with relative corrections of order \(T^2\).

Solving the equation on an energy grid, with the parameters of part (g), gave a relaxation time above the momentum-balance value by 0.098% at 0.1 K, 0.391% at 0.2 K and 10% at 1 K. The first two differ by a factor of four, as a \(T^2\) correction requires. These figures are for the scalar longitudinal coupling; for the slower transverse phonons of part (g) the excess at 1 K is about 28%. If the \(K_0\) term is dropped and \(\phi(E')\) is also replaced by \(\phi(E)\) in the \(K_1\) term, each energy gets its own time \(\tau(E)=f_0(1-f_0)/\int K_1\,dE'\). Its average with weight \(f_0(1-f_0)\) is 2.37 times the momentum-balance time at 0.1 K.

When impurities with an energy-independent time \(\tau_i\ll\tau\) dominate, they fix \(\phi=F\tau_i\) to leading order. The same integration then adds the momentum-balance rate \(1/\tau\) to \(1/\tau_i\). The 10% correction disappears only when impurity scattering is much faster than all the important phonon collisions, including those that mainly exchange energy. This is the case in the example of part (g).

## (g) Evaluate the rate for a silicon quantum well at 1 K, and judge the model

**Solution.** Silicon has no piezoelectric coupling, which makes a Si/SiGe well a suitable case. In III-V channels the piezoelectric potential energy is proportional to strain divided by \(Q\). Its \(|M|^2\) therefore has two fewer powers of \(Q\), so the screened rate falls only as \(T^5\) and masks the \(T^7\) part on cooling.

Rough typical values are \(m=0.19\,m_e\), \(g_v=2\), \(\kappa=11.7\), \(n=10^{12}\ \mathrm{cm^{-2}}\), \(\Xi=9\) eV, \(\rho=2.33\ \mathrm{g/cm^3}\) and \(s=9000\) m/s. They give \(k_F=0.1772\ \mathrm{nm^{-1}}\), \(q_{TF}=1.2275\ \mathrm{nm^{-1}}\) and \(E_F=0.0063\) eV. The thermal wavevector at 1 K is \(q_T=k_BT/\hbar s=0.01455\ \mathrm{nm^{-1}}\).

With \(\hbar\) restored, the law reads

\[
\frac1\tau=\frac{945\,\zeta(7)}{2\pi}\left(\frac\Xi\hbar\right)^2\frac m{\rho s}\,\frac{q_T^7}{k_F^3q_{TF}^2}.
\]

The factors are \(151.7\), \(1.870\times10^{32}\ \mathrm{s^{-2}}\), \(8.25\times10^{-21}\ \mathrm{nm^2\,s}\) and \(1.643\times10^{-11}\ \mathrm{nm^{-2}}\). Their product is \(3.84\times10^3\ \mathrm{s^{-1}}\), or a mobility \(e\tau/m=2.4\times10^{12}\ \mathrm{cm^2/Vs}\). The bare law gives \(8.94\times10^5\ \mathrm{s^{-1}}\), so the screened law is 0.43% of the unscreened one.

The integral of part (c) gives \(3.45\times10^3\ \mathrm{s^{-1}}\), which is 0.898 of the law. The expansion in part (e) explains this. With \(\hbar sq_{TF}/k_B=84.4\) K and \(2\hbar sk_F/k_B=24.4\) K, it gives \(1-0.171+0.025+0.050=0.90\). The local power at 1 K is 6.97, closer to seven than the 10% change of prefactor suggests, because the first- and second-order terms nearly cancel in the slope. The power of this integral falls to 6.06 at 3 K and 2.68 at 10 K, on the way to the thin-sheet value of two. At these temperatures the degenerate, small-\(\omega\) phase space of part (c) is no longer accurate. With the phonon energy and the thermal smearing of the gas kept in both phase space and screening, the powers are about 6.2 and 3.15, and the rates are higher by 8% and 49%. Since \(E_F/k_B=73\) K, the \(T^2\) regime of the integral overlaps the loss of degeneracy in this example.

**The real well.** Of the omissions estimated here, the largest is the anisotropic coupling of silicon. In the two occupied valleys, whose long axes lie along \(z\), the coupling is \(\Xi_d+\Xi_u\cos^2\theta\) for longitudinal waves and \(\Xi_u\sin\theta\cos\theta\) for the transverse wave polarized in the plane of \(\mathbf Q\) and \(z\). With rough values \(\Xi_d=1\) eV, \(\Xi_u=9\) eV and a transverse speed of 5400 m/s, the longitudinal rate is 0.11 of the scalar result and the transverse rate is 6.3 times that result. The low-temperature formula accounts for the second number: the speed ratio gives \((9000/5400)^8=59.5\), the angular integrals give \((5\pi/128)/(3\pi/8)=0.104\), and their product is 6.2. The power still tends to seven on cooling, but the mobility limit at 1 K drops to about \(4\times10^{11}\ \mathrm{cm^2/Vs}\) for a thin sheet in an elastically isotropic crystal. Because the rate varies as \(s^{-8}\), the direction dependence of the sound speeds in silicon matters too: it raises the combined rate by a further factor of 1.6 to 1.7 (1.67 with room-temperature elastic constants, 1.62 with low-temperature ones). A symmetric hard-wall well of width 8 nm adds a factor of about 1.5 (a triangular, gate-confined state at the same density gives about 1.6), which brings the limit to about \(1.7\times10^{11}\ \mathrm{cm^2/Vs}\). The constant \(\Xi_d\) is poorly known, even in sign; with \(\Xi_d=-10\) eV the limit would be about \(1.2\times10^{11}\ \mathrm{cm^2/Vs}\).

In the scalar model, a hard-wall well 8 nm wide raises the rate by a factor of 1.34, and a triangular state at the same density by about 1.4. The phonon form factor of a finite well cannot exceed one, so this increase comes from weaker screening; it fades as \(qw\to0\). Keeping the phonon frequency in both the screening and the phase space lowers the scalar rate by about 0.5% in the low-temperature limit and 0.3% at 1 K. At 1 K thermal smearing is small, with \(k_BT/E_F=0.014\). Valley splitting and interface phonon modes are not included.

None of these phonon mobilities is the mobility of a device. For an impurity-limited mobility of \(10^6\ \mathrm{cm^2/Vs}\), which is high for such wells, phonons add about 2 parts in \(10^6\) to the scattering rate at 1 K in the isotropic thin-sheet estimate, and about 6 parts in \(10^6\) with elastic anisotropy and well width included. The mean free path is then about \(1.2\times10^4\) nm, and its product with the mean phonon wavevector is about 1400, so treating the electrons as ballistic over a phonon wavelength is justified. In this example the seventh-power law describes a small phonon contribution beneath a much larger impurity resistance. The numerical output lists the remaining values.

## Computed results

```
Inputs (rough typical Si/SiGe well)
mass 0.19 m_e; valleys 2; dielectric constant 11.7
electron density 1.00e+12 cm^-2
scalar deformation potential 9.0 eV
crystal density 2.33 g/cm^3
sound speeds: LA 9000, TA 5400 m/s
anisotropic coupling: Xi_d 1.0, Xi_u 9.0 eV
well width 8.0 nm
impurity mobility 1.0e+06 cm2/Vs
Scales
Fermi wavevector 0.1772 1/nm
screening wavevector 1.2275 1/nm
Fermi energy 0.00630 eV
temperature 2 hbar s kF/kB: 24.37 K
temperature hbar s qTF/kB: 84.38 K
thermal wavevector kB T/(hbar s), 1 K: 0.01455 1/nm
mean phonon wavevector in the rate, 1 K: 0.1159 1/nm
Tests
static response / density of states: 1.000000
direct force / T^7 law, 0.25 K, strong screening: 1.0079
power from direct force, 0.25 to 0.5 K: 7.0143
direct force / reduced integral, 1 K: 1.0062
power at 0.01 K: screened 6.9983, bare 5.0000
first-correction constant: formula 14.425, seen 14.362
Boltzmann tau / balance tau: 0.1 K 1.00098, 0.2 K 1.00391
Boltzmann tau / balance tau: 1 K 1.1020
averaged tau(E) / balance tau, 0.1 K: 2.373
Results, scalar coupling and thin sheet
T^7 law, 1 K: rate 3.8445e+03 1/s
T^7 law, 1 K: mobility 2.408e+12 cm2/Vs
full screening, 1 K: rate 3.4519e+03 1/s
full screening, 1 K: mobility 2.682e+12 cm2/Vs
unscreened T^5 law, 1 K: rate 8.9369e+05 1/s
T^7 law / T^5 law, 1 K: 0.00430
 0.1 K: rate 3.782e-04 1/s, over T^7 law 0.9836, power 6.984
 0.3 K: rate 8.031e-01 1/s, over T^7 law 0.9552, power 6.960
 1.0 K: rate 3.452e+03 1/s, over T^7 law 0.8979, power 6.968
 3.0 K: rate 7.159e+06 1/s, over T^7 law 0.8515, power 6.058
10.0 K: rate 9.454e+08 1/s, over T^7 law 0.0246, power 2.676
Neglected effects at 1 K
finite well / thin sheet rate: 1.3442
dynamic / static screening rate: 0.9954
sound speed / Fermi velocity: 0.0833
kB T / Fermi energy: 0.0137
anisotropic LA / scalar rate: 0.1131
TA / scalar rate: 6.3235
TA power: 0.01 K 6.9974
LA+TA mobility: 4.166e+11 cm2/Vs
LA+TA rate / impurity rate: 2.40e-06
impurity mean free path: 11667 nm
mean phonon wavevector x path: 1352
```
